\section*{Two Trans Ligands Sharing One Metal Orbital: Hückel Bond Orders}

\section{Competition between trans ligands for one metal orbital}

Suppose that a set of metal precursors is to be screened, and that the bond between the metal and a ligand X has already been characterised in one member of the set. In the next member the ligand opposite X is replaced by an alkyl group. One must decide whether the old strength and length of the metal--X bond may be carried over, or whether that bond must be calculated again although X itself is unchanged. The answer depends on how far the two opposite ligands draw on the same metal orbital. The smallest model containing this competition has three orbitals and can be solved in closed form.

\subsection{Model and conventions}

Let $\phi_A$ be the sigma lone-pair orbital of the alkyl ligand, $\phi_M$ the metal orbital pointing along the A--M--X axis, and $\phi_X$ the sigma lone-pair orbital of the opposite ligand. The three are taken as orthonormal. Their site energies are equal and define the zero of energy, and A and X are not coupled directly. In the order A, M, X the one-electron Hamiltonian is
\begin{equation}
H=\begin{pmatrix}0&-a&0\\-a&0&-x\\0&-x&0\end{pmatrix},\qquad a,x>0. \label{eq:H}
\end{equation}
The negative matrix elements mean that an in-phase combination of neighbours lowers the energy. If the metal orbital is a $p$ orbital, its two lobes have opposite signs and one coupling changes sign. Replacing $\phi_X$ by $-\phi_X$ restores Eq.~\eqref{eq:H}, so nothing physical depends on this choice.

Each ligand brings a lone pair and the metal orbital is initially empty, which gives four electrons. With $n_k$ electrons in molecular orbital $k$, whose real coefficients are $c_{ik}$, the bond order and the population are
\begin{equation}
p_{ij}=\sum_k n_k c_{ik}c_{jk},\qquad q_i=\sum_k n_k c_{ik}^2. \label{eq:defs}
\end{equation}
We write $p_A=p_{MA}$ and $p_X=p_{MX}$. A positive value means net in-phase, bonding character.

\subsection{Orbitals and bond orders}

The eigenvalue equation $Hc=Ec$ reads, row by row,
\begin{align}
-a\,c_M&=E\,c_A, \label{eq:rowA}\\
-a\,c_A-x\,c_X&=E\,c_M, \label{eq:rowM}\\
-x\,c_M&=E\,c_X. \label{eq:rowX}
\end{align}
Take first $E\neq0$. Equations \eqref{eq:rowA} and \eqref{eq:rowX} give $c_A=-ac_M/E$ and $c_X=-xc_M/E$. Inserting both in Eq.~\eqref{eq:rowM} gives
\begin{equation}
\frac{a^2+x^2}{E}\,c_M=E\,c_M .
\end{equation}
Here $c_M$ cannot vanish, since all three coefficients would then be zero. Dividing by it gives
\begin{equation}
E=\pm R,\qquad R=\sqrt{a^2+x^2}. \label{eq:R}
\end{equation}
For $E=-R$ the ligand coefficients are $c_A=ac_M/R$ and $c_X=xc_M/R$. Normalisation requires $c_M^2[1+(a^2+x^2)/R^2]=2c_M^2=1$, so the bonding orbital is
\begin{equation}
c^{(b)}=\left(\frac{a}{\sqrt2R},\ \frac1{\sqrt2},\ \frac{x}{\sqrt2R}\right). \label{eq:bond}
\end{equation}
The antibonding orbital at $E=+R$ has the same metal coefficient and both ligand coefficients reversed.

For $E=0$, Eq.~\eqref{eq:rowA} forces $c_M=0$, and Eq.~\eqref{eq:rowM} leaves $ac_A+xc_X=0$. The normalised solution is
\begin{equation}
c^{(n)}=\left(\frac{x}{R},\ 0,\ -\frac{a}{R}\right). \label{eq:non}
\end{equation}

Four electrons fill the orbitals \eqref{eq:bond} and \eqref{eq:non}, two in each. From Eq.~\eqref{eq:defs},
\begin{align}
p_A&=2\,\frac{a}{\sqrt2R}\,\frac1{\sqrt2}+2\,\frac{x}{R}\cdot0=\frac{a}{R}, \label{eq:pA}\\
p_X&=2\,\frac1{\sqrt2}\,\frac{x}{\sqrt2R}+2\cdot0\cdot\left(-\frac aR\right)=\frac{x}{R}. \label{eq:pX}
\end{align}
Squaring and adding gives the constraint
\begin{equation}
p_A^2+p_X^2=1. \label{eq:circle}
\end{equation}

The constraint has a direct meaning. The metal couples to the ligand combination $\phi_+=(a\phi_A+x\phi_X)/R$ with matrix element $-(a^2+x^2)/R=-R$, and it does not couple to the orthogonal combination \eqref{eq:non}. There is therefore one two-centre bond, between $\phi_M$ and $\phi_+$. The two bond orders are in the ratio of the couplings, $a:x$, whereas the charges donated by the ligands, derived below, are in the ratio of the squares, $a^2:x^2$.

The electron count enters only through the bonding and antibonding occupations $n_b$ and $n_*$, because the nonbonding orbital has no metal amplitude:
\begin{equation}
p_X=\frac{n_b-n_*}{2}\,\frac{x}{R}.
\end{equation}
The result \eqref{eq:pX} thus holds for two, three or four electrons. It is halved for one or five, and it vanishes for six.

\subsection{The effect of a stronger alkyl coupling}

Now raise $a$ while $x$, the site energies and the electron count are held fixed. Differentiating $p_X=x(a^2+x^2)^{-1/2}$ gives
\begin{equation}
\frac{\partial p_X}{\partial a}=-\frac12\,x\,(a^2+x^2)^{-3/2}\,(2a)=-\frac{ax}{R^3}<0. \label{eq:slope}
\end{equation}
For the alkyl bond the quotient rule, with $\partial R/\partial a=a/R$, gives
\begin{equation}
\frac{\partial p_A}{\partial a}=\frac1R-\frac{a^2}{R^3}=\frac{x^2}{R^3}>0 .
\end{equation}
The sign in Eq.~\eqref{eq:slope} is the same for all positive $a$ and $x$, so a finite increase of $a$ also lowers $p_X$.

The populations show where the electrons go. Equations \eqref{eq:defs}, \eqref{eq:bond} and \eqref{eq:non} give
\begin{align}
q_M&=2\cdot\tfrac12=1,\\
q_X&=2\,\frac{x^2}{2R^2}+2\,\frac{a^2}{R^2}=\frac{x^2+2a^2}{R^2}=1+p_A^2,
\end{align}
and, by exchanging the ligands, $q_A=1+p_X^2$. Since X started with two electrons, it has donated
\begin{equation}
2-q_X=1-p_A^2=p_X^2, \label{eq:donation}
\end{equation}
where the last step uses Eq.~\eqref{eq:circle}. The metal orbital accepts one electron in total, whatever the couplings. A more strongly coupled alkyl supplies more of it, and X supplies less.

\subsection{Bond order and removal energy}

A lower bond order does not by itself state how much energy holds X in place. The total electronic energy is
\begin{equation}
E_{\rm tot}=2(-R)+2(0)=-2R. \label{eq:Etot}
\end{equation}
Remove X together with its lone pair, keeping $a$ fixed. With $x=0$ the M--A bonding orbital lies at $-a$ and the separate lone pair at zero, so the four electrons have energy $-2a$. The removal energy is the final energy minus the initial one:
\begin{equation}
D_X=-2a-(-2R)=2(R-a). \label{eq:D}
\end{equation}
Its derivative,
\begin{equation}
\frac{\partial D_X}{\partial a}=2\left(\frac aR-1\right)<0, \label{eq:Dslope}
\end{equation}
is negative because $R>a$. The opposite bond is therefore weakened in energy as well as in bond order. The molecule as a whole is not destabilised: $\partial E_{\rm tot}/\partial a=-2a/R$ is negative too.

The two measures are related but not equal. Using $R=(a^2+x^2)/R=ap_A+xp_X$ in Eq.~\eqref{eq:D},
\begin{equation}
D_X=2xp_X-2a(1-p_A). \label{eq:split}
\end{equation}
The first term is the M--X bonding energy that is lost. The second is the energy recovered when the alkyl bond order rises to one after X has left.

Three cases show the range of behaviour.
\begin{itemize}
\item For $a\ll x$, expansion of Eq.~\eqref{eq:pX} gives $p_X\simeq1-a^2/(2x^2)$. A weak opposite ligand lowers this bond order in second order only, whereas the removal energy, $D_X\simeq2x-2a$, already falls in first order. This first-order fall arises because the metal and alkyl levels coincide. If the metal level is shifted by much more than $a$, the removal energy also falls only in second order.
\item For $a=x$, both bond orders equal $1/\sqrt2$, not $1/2$, because it is their squares that add to one.
\item For $a\gg x$, $p_X\simeq x/a$. Writing $D_X=2x^2/(R+a)$ gives $D_X\simeq x^2/a$. X then retains a weak bond to a metal orbital already engaged by the alkyl.
\end{itemize}

\subsection{Which equality of energies matters}

Let the metal level be shifted to $\Delta$ while the ligand levels stay at zero. The metal still couples only to $\phi_+$, so the two mixed levels satisfy $E(E-\Delta)=R^2$:
\begin{equation}
E_\pm=\tfrac12\left(\Delta\pm\sqrt{\Delta^2+4R^2}\right).
\end{equation}
Since $E_-<0<E_+$, four electrons fill $E_-$ and the nonbonding level, and $E_{\rm tot}=\Delta-\sqrt{\Delta^2+4R^2}$. For orthonormal orbitals, the derivative of the total energy with respect to a parameter is the sum of $p_{ij}\,\partial H_{ij}/\partial x$. The element $-x$ occurs twice in $H$, so $\partial E_{\rm tot}/\partial x=-2p_X$. Therefore
\begin{equation}
p_X=-\frac12\frac{\partial E_{\rm tot}}{\partial x}=\frac{2x}{\sqrt{\Delta^2+4R^2}}. \label{eq:Delta}
\end{equation}
This still falls as $a$ grows. A metal level different from the common ligand level reduces the bond order but keeps the trend.

A large difference between the ligands can reverse it. Let the alkyl level alone be raised to $\varepsilon_A>x$. At $a=0$ the levels are $-x$, $x$ and $\varepsilon_A$, so four electrons fill both the bonding and the antibonding M--X orbital, and $p_X=0$. The alkyl orbital is empty and is no longer a donor. For $a>0$, completeness of the three orbitals gives $\sum_k c_{Mk}c_{Xk}=0$. Subtracting the empty top orbital from the filled set gives $p_X=-2c_Mc_X$, with the coefficients of that top orbital. Equation \eqref{eq:rowX} still holds, so $c_X=-xc_M/E$ and
\begin{equation}
p_X=\frac{2x\,c_M^2}{E}>0 .
\end{equation}
The bond order thus rises from zero when $a$ is switched on. With $x=2$~eV and $\varepsilon_A=5$~eV, it rises from 0.036 to 0.091 as $a$ goes from 1 to 2~eV. The rise continues only up to a maximum, near $a=5$~eV in this case and near $a=1.7$~eV for $\varepsilon_A=2.5$~eV, beyond which $p_X$ falls again. With four electrons, equal site energies are sufficient for the trans weakening, though not necessary, as the shifted metal level showed. The trend is reversed here because the raised alkyl orbital starts out empty while the antibonding M--X orbital is filled.

\subsection{A worked example}

Take $x=2$~eV and compare a weaker opposite donor, $a=2$~eV, with an alkyl, $a=3$~eV. Equation \eqref{eq:R} gives
\begin{equation}
R_{\rm weak}=\sqrt{4+4}=2.828\ {\rm eV},\qquad R_{\rm alkyl}=\sqrt{9+4}=3.606\ {\rm eV}.
\end{equation}
The M--X bond orders are $2/2.828=0.707$ and $2/3.606=0.555$, a fall of 21.6\% relative to the first. The bond order on the other side rises from 0.707 to 0.832. By Eq.~\eqref{eq:donation}, the donation from X drops from 0.50 to 0.31 electron.

The removal energies are
\begin{align}
D_X^{\rm weak}&=2(2.828-2)=1.66\ {\rm eV}\quad(160\ {\rm kJ/mol}),\\
D_X^{\rm alkyl}&=2(3.606-3)=1.21\ {\rm eV}\quad(117\ {\rm kJ/mol}).
\end{align}
This is a fall of 27\%, larger than that of the bond order.

The slope \eqref{eq:slope} at $a=2$~eV is $-0.177$ per eV, whereas the actual change over 1~eV is $-0.152$. The linear estimate is too large because the second derivative, $x(2a^2-x^2)/R^5$, is positive throughout this interval: each further increase of $a$ costs X less.

\subsection{Comparison with a gold precursor}

Dimethylgold(III) beta-diketonates, used as vapour precursors for gold, are square planar, and each methyl group lies trans to an oxygen atom. They supply the setting for the example. Couplings of a few eV are of a plausible size for metal--ligand sigma bonds, but the values above are round choices, not fitted ones. The oxygen atoms belong to a chelate ring, so $D_X$ is not a measured dissociation energy, nor is it an activation energy for decomposition. At a rough process temperature of 500~K, $k_BT=0.043$~eV, far below the model gap $R=2.83$~eV, and thermal excitation across that gap is negligible.

The assumption that matters most for the word ``trans'' is that A and X alone share the metal orbital. A metal $p$ orbital along the axis meets this condition, because the cis ligands lie in its nodal plane. The in-plane $d$ orbital that points at all four ligands does not. For equal site energies and four filled lone pairs, the argument leading to $\phi_+$ applies unchanged, with $R^2$ now the sum of all four squared couplings. Adding cis couplings of 3 and 2~eV gives
\begin{equation}
p_X=\frac{2}{\sqrt{21}}=0.436\ \longrightarrow\ \frac{2}{\sqrt{26}}=0.392,
\end{equation}
a fall of 10.1\%. Strengthening the cis donor from 2 to 3~eV, with the trans alkyl fixed at 3~eV, produces the same fall. Competition for this $d$ orbital weakens the bond but does not single out the trans position. The metal $s$ orbital alone is likewise shared by all four ligands, but $s$ and $d$ together do single out the trans position. The $d$ lobes have one sign along the A--M--X axis and the opposite sign along the cis axis. If each ligand couples with equal magnitude to $s$ and $d$, the hybrid $(s+d)/\sqrt2$ couples only to A and X, and $(s-d)/\sqrt2$ only to the cis pair. For degenerate $s$ and $d$ the two hybrids do not mix, and each axis is the three-orbital model of Eq.~\eqref{eq:H}: with the couplings to the hybrids as above, the trans change lowers $p_X$ by 21.6\% and the cis change leaves it unaltered. With $s$ placed 2~eV above $d$, the trans change lowers it by 20.9\% and the cis change raises it by 0.2\%. The real molecule can use all of these orbitals, and the model does not fix their shares.

The other corrections were evaluated one at a time and need not add. The fall of 21.6\% becomes:
\begin{itemize}
\item 18.3\% if the X level lies 3~eV lower, as a rough allowance for the deeper oxygen lone pair;
\item 19.8\% if the metal level lies 2~eV higher, in accordance with Eq.~\eqref{eq:Delta};
\item 24.1\% if neighbouring orbitals overlap by 0.05 per eV of coupling and the bond order is still read from the density matrix in the overlapping orbitals (with symmetrically orthogonalised orbitals it stays at 21.6\%, so this change reflects the measure used);
\item 22.9\% or 20.3\% for a direct A--X matrix element of $-0.1$ or $+0.1$~eV;
\item 13.8\% if each site energy rises by 2~eV per added electron, measured from the populations at $a=2$~eV. This response opposes the shift of charge.
\end{itemize}

Relaxation of the M--X distance makes the fall larger. Let $x$ decay exponentially with distance, and let the repulsion between M and X be $Cx^4$. At fixed $a$, the energy $-2R+Cx^4$ is stationary when
\begin{equation}
-\frac{2x}{R}+4Cx^3=0\quad\Longrightarrow\quad x^2R=\frac1{2C}. \label{eq:relax}
\end{equation}
The product $x^2R$ increases with both $a$ and $x$, so $x$ must decrease when $a$ increases. If $C$ is chosen to make $x=2$~eV stationary at $a=2$~eV, the alkyl reduces $x$ to 1.80~eV. The bond order then falls to 0.514, or by 27.3\%. For an assumed decay length of 0.08~nm, the bond stretches by $0.08\ln(2/1.80)$~nm, about 0.008~nm.

Across these estimates the fall lies between about 10\% and 27\%, and its sign is unchanged. This range reflects the chosen parameters and is not a bound. In particular, a shift of 2~eV is small for a gold $6p$ orbital, whose PBE orbital energy in the free Au$^+$ ion lies about 7~eV above $6s$; by Eq.~\eqref{eq:Delta}, metal shifts of 8 and 12~eV at the same couplings give falls of only 9\% and 5\%. A charge response of 10~eV per electron would reduce the fall to about 5\%, whereas an alkyl level 1~eV above the other levels, in the alkyl member only, would increase it to about 37\%. For filled donors that share a metal orbital with couplings of this size, the M--X parameters should therefore be recalculated when the opposite ligand is changed, with the M--X distance free to relax.

\section*{Computed values}
\begin{verbatim}
weaker-donor coupling: 2.0 eV
alkyl coupling: 3.0 eV
opposite-ligand coupling: 2.0 eV
sweep: a (eV), order M-A, order M-X (dimensionless)
  0.0  0.0000  1.0000
  1.0  0.4472  0.8944
  2.0  0.7071  0.7071
  3.0  0.8321  0.5547
  4.0  0.8944  0.4472
weak: R = 2.8284 eV, total = -5.6569 eV
weak: populations A, M, X = 1.5000, 1.0000, 1.5000 electrons
weak: X removal = 1.6569 eV = 159.9 kJ/mol
alkyl: R = 3.6056 eV, total = -7.2111 eV
alkyl: populations A, M, X = 1.3077, 1.0000, 1.6923 electrons
alkyl: X removal = 1.2111 eV = 116.9 kJ/mol
slope of M-X order at weak coupling: -0.1768 per eV
M-X bond order, weak -> alkyl (dimensionless):
ideal model: 0.7071 -> 0.5547, fall 21.6 %
X level -3.0 eV: 0.4047 -> 0.3307, fall 18.3 %
M level +2.0 eV: 0.6667 -> 0.5345, fall 19.8 %
overlap 0.05 per eV: 0.6195 -> 0.4700, fall 24.1 %
A-X element -0.1 eV: 0.7070 -> 0.5454, fall 22.9 %
A-X element +0.1 eV: 0.7070 -> 0.5632, fall 20.3 %
charge response 2.0 eV/electron: 0.7071 -> 0.6098, fall 13.8 %
four ligands on one d orbital: 0.4364 -> 0.3922, fall 10.1 %
same, cis methyl site changed instead: 0.4364 -> 0.3922, fall 10.1 %
relaxed M-X length: 0.7071 -> 0.5142, fall 27.3 %
coupling decay length: 0.08 nm
relaxed coupling: 1.7985 eV; stretch: 0.0085 nm
temperature: 500 K; kT: 0.0431 eV
first-excitation relative weight: 1.2e-28
counterexample: A level +5.0 eV, a = 1 -> 2 eV
  M-X order rises: 0.0364 -> 0.0909
\end{verbatim}
